# Honeycomb pz bands: symmetry at K and spin-orbit splitting

## Problem

A flat honeycomb crystal carries one \(p_z\) orbital on each site. Its symmetries are those of the layer group \(p6/mmm\), which contains the horizontal mirror \(z\to-z\), together with time reversal \(T\). Electrons are independent, and hoppings may have any range.

1. Without spin, find how the symmetries act on the two bands at the zone corner K. Must the bands touch there, and with what dispersion?
2. With spin and spin-orbit coupling there are four bands. Suppose that a gap separates the lower two from the upper two at every \(\mathbf k\). Can either pair be atomic, that is, spanned by exponentially localized Wannier functions which the symmetries map among themselves?

Put the origin at a hexagon centre and take

\[
\mathbf a_1=a(1,0),\quad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}2\right),\quad
\boldsymbol\tau_A=\tfrac13(\mathbf a_1+\mathbf a_2)=-\boldsymbol\tau_B,\quad
\mathbf K=\left(\tfrac{4\pi}{3a},0\right).
\]

The reciprocal vectors obey \(\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}\), K′ is the point \(-\mathbf K\), and \(\omega=e^{2\pi i/3}\).

## A tempting wrong solution

The rotation \(C_3\) about the hexagon centre sends A sites to A sites and B sites to B sites, and it leaves a \(p_z\) orbital unchanged. In the basis of the A and B Bloch sums it is therefore the unit matrix, at K as anywhere else. Every matrix commutes with the unit matrix, so \(C_3\) does not forbid an A–B element \(w\) in \(H(\mathbf K)\). Such an element splits the bands by \(2|w|\). The touching found with nearest-neighbour hopping is then an accident that longer hoppings remove.

With spin, the \(C_3\) eigenvalues come from the spin alone and are \(e^{\mp i\pi/3}\) at both Γ and K. A Kramers pair of orbitals at the hexagon centre has the same eigenvalues, so each pair of bands can be atomic.

## Where it fails

The rotation does send A sites to A sites, but a Bloch sum at K has different phases on different A sites. The three A sites around the central hexagon lie at angles 30°, 150° and 270°, at distance \(a/\sqrt3\). There \(\mathbf K\cdot\mathbf r\) is \(2\pi/3\), \(-2\pi/3\) and \(0\), so the amplitudes \(e^{i\mathbf K\cdot\mathbf r}\) are \(\omega,\ \omega^*,\ 1\). Each 120° step multiplies the amplitude by \(\omega\). Rotating the state by 120° brings to each site the amplitude of the site behind it, which multiplies the state by \(\omega^*\), not by 1. The A sum circulates around the hexagon although each of its orbitals is unchanged by the rotation. Both conclusions above rest on the lost phase.

## Solution without spin

**Inducing the representation.** Define the Bloch sums (normalization omitted)

\[
\phi_s(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_s)}\,|\mathbf R+\boldsymbol\tau_s\rangle ,\qquad s=A,B.
\]

Let \(g\) be a point operation about the origin, and let \(\chi_g=-1\) if it reverses \(z\) and \(+1\) otherwise. Write \(\mathbf r'=g\mathbf r\), and use \(\mathbf k\cdot\mathbf r=(g\mathbf k)\cdot\mathbf r'\):

\[
g\,\phi_s(\mathbf k)=\chi_g\sum_{\mathbf r\in s}e^{i\mathbf k\cdot\mathbf r}|g\mathbf r\rangle
=\chi_g\sum_{\mathbf r'\in gs}e^{i(g\mathbf k)\cdot\mathbf r'}|\mathbf r'\rangle=\chi_g\,\phi_{gs}(g\mathbf k).
\]

If \(g\mathbf k=\mathbf k+\mathbf G\) with \(\mathbf G\) a reciprocal vector, then \(e^{i\mathbf G\cdot\mathbf R}=1\) and \(\phi_s(\mathbf k+\mathbf G)=e^{i\mathbf G\cdot\boldsymbol\tau_s}\phi_s(\mathbf k)\). The representation matrix at \(\mathbf k\) is thus

\[
D_{gs,s}(g)=\chi_g\,e^{i\mathbf G\cdot\boldsymbol\tau_{gs}} .
\]

**The point K.** For \(C_3\),

\[
\mathbf G=C_3\mathbf K-\mathbf K=\frac{4\pi}{3a}\left(-\tfrac32,\tfrac{\sqrt3}2\right),\qquad
\mathbf G\cdot\boldsymbol\tau_A=\frac{4\pi}{3}\left(-\tfrac34+\tfrac14\right)=-\frac{2\pi}3 .
\]

With \(\boldsymbol\tau_B=-\boldsymbol\tau_A\) this gives \(D(C_3)=\mathrm{diag}(\omega^*,\omega)\). The vertical mirror \(y\to-y\) leaves \(\mathbf K\) fixed with \(\mathbf G=0\) and exchanges the sublattices, so its matrix is \(\sigma_x\).

The traces are 2 for the identity, \(\omega+\omega^*=-1\) for the two threefold rotations and 0 for the three vertical mirrors. The mean squared trace is \((4+2\cdot1+3\cdot0)/6=1\), so the doublet is irreducible. The horizontal mirror only adds a factor \(-1\) and does not change this.

The effect on the Hamiltonian is direct. Commuting with \(\mathrm{diag}(\omega^*,\omega)\), whose entries differ, makes \(H(\mathbf K)\) diagonal. Commuting with \(\sigma_x\) makes its two entries equal. Hence

\[
H(\mathbf K)=\varepsilon\,\mathbb 1
\]

for every hopping range: the bands must touch. A potential that distinguishes A from B removes the mirror \(y\to-y\), and the touching is then no longer protected.

**Dispersion.** Assume here that the hoppings decay fast enough, for example exponentially, for \(H\) to be expanded in powers of \(\mathbf q\). The touching needs no such assumption, but a slowly decaying symmetric hopping such as \(\cos(\mathbf K\cdot\mathbf R)/R^3\) within each sublattice adds a diagonal term proportional to \(|\mathbf q|\). For \(\mathbf k=\mathbf K+\mathbf q\) the symmetry requires \(D H(\mathbf K+\mathbf q)D^\dagger=H(\mathbf K+C_3\mathbf q)\). A diagonal element is unchanged by \(D\), and no nonzero linear function of \(\mathbf q\) is invariant under a 120° rotation, so diagonal linear terms vanish. The element \(H_{AB}\) acquires the factor \(\omega^*\cdot(\omega)^*=\omega\). Since \(q_x\pm iq_y\) acquires \(\omega^{\pm1}\) under the rotation, the allowed term is

\[
H_{AB}=v\,(q_x+iq_y),\qquad E=\varepsilon\pm|v||\mathbf q|+O(q^2).
\]

This is a Dirac cone unless \(v\) vanishes. Symmetry does not fix the value of \(v\).

**A model.** Take amplitude \(-t\) to nearest neighbours and \(-t_3\) to third neighbours. The vectors from an A site to its nearest B sites are \(\boldsymbol\delta_1=\boldsymbol\tau_A\), \(\boldsymbol\delta_2=\boldsymbol\tau_A-\mathbf a_1\), \(\boldsymbol\delta_3=\boldsymbol\tau_A-\mathbf a_2\). Third neighbours lie across a hexagon, at \(-2\boldsymbol\delta_j\). Then

\[
H_{AB}(\mathbf k)=-t\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}-t_3\sum_je^{-2i\mathbf k\cdot\boldsymbol\delta_j}.
\]

At K the phases \(e^{i\mathbf K\cdot\boldsymbol\delta_j}\) are \(\omega,\omega^*,1\), with sum zero. To first order in \(\mathbf q\),

\[
\sum_j e^{i\mathbf K\cdot\boldsymbol\delta_j}\,i\mathbf q\cdot\boldsymbol\delta_j
=i\left[(\omega-\omega^*)\frac{aq_x}2+(\omega+\omega^*)\frac{aq_y}{2\sqrt3}-\frac{aq_y}{\sqrt3}\right]
=-\frac{\sqrt3}2a(q_x+iq_y),
\]

because \(\omega-\omega^*=i\sqrt3\) and \(\omega+\omega^*=-1\). In the second sum \(e^{-2i\mathbf K\cdot\boldsymbol\delta_j}=e^{i\mathbf K\cdot\boldsymbol\delta_j}\), since the cube of each phase is 1, and the linear factor is multiplied by \(-2\). Therefore

\[
v=\frac{\sqrt3}2a\,(t-2t_3).
\]

At \(t_3=t/2\) the linear cone is lost, while the touching remains.

## Solution with spin

**Spin is conserved.** The horizontal mirror multiplies \(p_z\) by \(-1\) and acts on spin as \(-i\sigma_z\), so on these bands it is \(i\sigma_z\). The Hamiltonian therefore commutes with \(\sigma_z\) and consists of an up block and a down block. It also commutes with every spin rotation about \(z\), so the orbital parts of \(C_3\) and \(C_2\) are symmetries of the up block by themselves.

**The states at K.** The full \(C_3\) carries the extra factor \(e^{-i\pi/3}\) for spin up and \(e^{i\pi/3}\) for spin down. Writing its eigenvalues as \(e^{-2\pi ij/3}\), one finds

- A↑ and B↓: eigenvalue \(-1\), \(j=\pm\tfrac32\);
- A↓ and B↑: eigenvalues \(e^{\mp i\pi/3}\), \(j=\pm\tfrac12\).

Conservation of spin and \(C_3\) make \(H(\mathbf K)\) diagonal in these four states. Inversion times \(T\) keeps \(\mathbf k\), exchanges A and B and flips the spin, so it makes the two members of each line degenerate. The two lines may have different energies, as the model below shows.

The same operation pairs an up state with a down state of equal energy at every \(\mathbf k\). When the gap is open, each piece thus contains one up band and one down band, and each up band is isolated.

**One third of the zone.** Let \(C\) be the Chern number of an isolated up band, with Berry connection \(i\langle u|\nabla_{\mathbf k}u\rangle\), where \(u\) is the Bloch state multiplied by \(e^{-i\mathbf k\cdot\mathbf r}\). Parallel transport around a counterclockwise loop then multiplies a state by \(e^{i\Phi}\), with \(\Phi\) the enclosed Berry flux. The flux through the zone is \(2\pi C\).

Consider the rhombus \(\Gamma\to\mathbf K\to\mathbf P\to C_3\mathbf K\to\Gamma\), where \(\mathbf P\) is the zone corner at 60°, equivalent to K′. Its three rotated copies fill the hexagonal zone, so its loop phase is \(e^{2\pi iC/3}\). Let \(\theta(\mathbf k)\) be the orbital \(C_3\) eigenvalue of the band, with \(\theta^3=1\). Transport a state \(\psi_\Gamma\) along the first two edges, and call the results \(\psi_K\) and \(\psi_P\). Symmetry operations and reciprocal translations carry transport along an edge into transport along its image.

- The edge \(\mathbf P\to C_3\mathbf K\) is the image of \(\mathbf P\to\mathbf K\) under \(C_3^{-1}\) and a reciprocal translation. Hence \(C_3^{-1}\psi_P\to C_3^{-1}\psi_K\), or \(\psi_P\to\theta(K')\theta(K)^{-1}\psi_K\).
- The edge \(C_3\mathbf K\to\Gamma\) is the image of \(\mathbf K\to\Gamma\) under \(C_3\). Hence \(C_3\psi_K\to C_3\psi_\Gamma\), or \(\psi_K\to\theta(\Gamma)\theta(K)^{-1}\psi_\Gamma\).

The product of the factors, with \(\theta(K)^{-2}=\theta(K)\), is

\[
e^{2\pi iC/3}=\theta(\Gamma)\,\theta(K)\,\theta(K').
\]

At Γ no phase arises, since \(\mathbf G=0\), so \(\theta(\Gamma)=1\). The orbital \(C_2\) commutes with \(C_3\) and maps K to K′, so \(\theta(K')=\theta(K)\). At K the eigenvalue is \(\omega^*\) (on A) or \(\omega\) (on B). It follows that

\[
e^{2\pi iC/3}=\theta(K)^2=\theta(K)^{*}\neq1 .
\]

**The Chern number is not a multiple of 3, and in particular not zero.** This holds for both pieces. Time reversal gives the down band of each piece the number \(-C\), so the total vanishes while the mirror Chern number, \(C\) in the up sector, does not.

Neither piece can be atomic. The horizontal mirror does not move a Wannier centre in the plane, so symmetric Wannier functions could be combined at each centre into up and down functions. Exponentially localized up functions would give a smooth and periodic Bloch state across the whole zone. The Berry phases on opposite zone edges would then cancel, which forces \(C=0\).

**One half of the zone.** The parity of \(C\) follows from the orbital \(C_2\) eigenvalues \(\eta=\pm1\). Take the parallelogram with corners \(0,\ \mathbf b_1,\ \mathbf b_1+\mathbf b_2/2,\ \mathbf b_2/2\). It is half of a cell, and \(C_2\) maps it to the other half, so its loop phase is \(e^{i\pi C}\). The two edges parallel to \(\mathbf b_2\) differ by \(\mathbf b_1\) and are traversed in opposite directions, so they cancel. On the edge from 0 to \(\mathbf b_1\), the second half is the reversed \(C_2\) image of the first, up to a reciprocal translation. By the argument used above it contributes \(\eta(\Gamma)\eta(M_1)\), with \(M_1=\mathbf b_1/2\). The opposite edge contributes \(\eta(M_2)\eta(M_3)\). The sixfold rotation makes the three M values equal, so

\[
(-1)^C=\eta(\Gamma)\,\eta(M)^3=\eta(\Gamma)\,\eta(M).
\]

If the two eigenvalues differ, \(C\) is odd and the piece is a quantum spin Hall band pair, whose \(\mathbb Z_2\) index is \(C\) modulo 2 when \(\sigma_z\) is conserved. If they agree, that index is trivial, yet \(C\) is still nonzero.

## Worked example

Take the model above with round parameters \(a=5\) bohr and \(t=0.1\) hartree. Add second-neighbour hopping \(i\lambda\nu\) with \(\lambda=0.005\) hartree. For an up electron on A, \(\nu=+1\) along \(\mathbf a_1\) and its 120° rotations and \(-1\) along the opposite vectors. The sign is reversed on B, and reversed again for spin down. With \(\mathbf d\) running over \(\mathbf a_1\) and its two rotations, the up block has

\[
H_{AA}=\sum_{\mathbf d}i\lambda\left(e^{-i\mathbf k\cdot\mathbf d}-e^{i\mathbf k\cdot\mathbf d}\right)=2\lambda\sum_{\mathbf d}\sin\mathbf k\cdot\mathbf d=-H_{BB}.
\]

At K each sine is \(-\sqrt3/2\), so \(H_{AA}=-3\sqrt3\lambda\), and the gap is

\[
6\sqrt3\,\lambda=0.0520\ \text{hartree}=1.41\ \text{eV}.
\]

The value of \(\lambda\) is chosen large for clarity. This gap is about 200 times the unscreened atomic spin-orbit constant of a carbon 2p orbital (about 7 meV), so it is not the gap of graphene, although \(a\) and \(t\) are close to graphene's.

The lower up state is on A, so \(\theta(K)=\omega^*\) and \(e^{2\pi iC/3}=\omega\). The lower up band must have \(C=1,-2,4,\dots\), and the lower piece has \(j=\pm\tfrac32\) at K.

At Γ and M every sine vanishes. At Γ, \(C_2\) is \(\sigma_x\) and \(H=-3(t+t_3)D(C_2)\), so the lower state has \(\eta=+1\). At \(M_1\) the phases \(\mathbf k\cdot\boldsymbol\delta_j\) are \(\pi/3,-2\pi/3,\pi/3\), which gives

\[
H_{AB}=-t\,e^{i\pi/3}-3t_3\,e^{-2\pi i/3}=-(t-3t_3)\,e^{i\pi/3}.
\]

For \(C_2\) at this point \(\mathbf G=-\mathbf b_1\), so \(D_{AB}(C_2)=e^{-2\pi i/3}=-e^{i\pi/3}\). Thus \(H=(t-3t_3)D(C_2)\), and the lower state has \(\eta=-1\) for \(t_3<t/3\) but \(\eta=+1\) for \(t_3>t/3\). At \(t_3=t/3\) the gap at M closes.

The Chern numbers below were computed separately from the eigenvectors on a 120 × 120 mesh of \(\mathbf k\) points, by summing the Berry phase around each mesh cell.

**\(t_3=0\).** Without spin-orbit coupling the cone has \(v=0.866\times5\times0.1=0.433\) atomic units, or \(9.47\times10^5\) m/s. The splitting at M is \(2t=0.2\) hartree. The eigenvalues \(\eta(\Gamma)=+1\) and \(\eta(M)=-1\) require odd \(C\). The computed values for the up bands are \(+1\) (lower) and \(-1\) (upper).

**\(t_3=0.04\) hartree.** The velocity falls to \(0.866\times5\times0.02=0.0866\) atomic units, or \(1.89\times10^5\) m/s. The splitting at M is \(2|0.1-0.12|=0.04\) hartree. Both eigenvalues are now \(+1\), which requires even \(C\), and the computed values are \(-2\) (lower) and \(+2\) (upper). The smallest direct gap on the mesh is 0.0376 hartree. This is below the values at K and M, so it lies at neither point.

In both cases the down bands have the opposite numbers.

## If the horizontal mirror is lost

A substrate or an electric field perpendicular to the layer can remove the horizontal mirror. A buckling that raises A and lowers B removes it too, but it also removes the sixfold rotation and the mirror \(y\to-y\), so the argument below, as written, does not cover that case. Spin is then no longer conserved, and the mirror Chern number is undefined. Suppose that the sixfold rotation, the vertical mirrors and \(T\) survive and that the lower two bands remain separated from the upper two.

An atomic pair of bands would need one Kramers pair per cell. The sixfold rotation allows a single centre per cell only at the hexagon centre. There \(\boldsymbol\tau=0\), no phase \(e^{i\mathbf G\cdot\boldsymbol\tau}\) arises, and the \(C_3\) eigenvalues at Γ and K coincide. In the honeycomb bands all states at Γ have \(j=\pm\tfrac12\). At K a vertical mirror keeps the \(j=\pm\tfrac12\) states degenerate, so they belong to one piece and the two states with eigenvalue \(-1\) to the other. That other piece cannot be atomic.

For its partner the \(C_3\) eigenvalues raise no objection. If it descends without a gap closing from a phase with odd \(C\), its \(\mathbb Z_2\) index still excludes an atomic limit. If it descends from even \(C\), neither the eigenvalues nor the \(\mathbb Z_2\) index decide. A finer invariant is available. \(C_2T\) keeps \(\mathbf k\) and makes \(H\) real in a suitable basis, so a pair of bands carries an integer Euler class, which is 0 for a Kramers pair at the hexagon centre. In the model above, with a nearest-neighbour Rashba term \(i\lambda_R(\boldsymbol\sigma\times\hat{\mathbf d})_z\) raised from 0 to 0.008 hartree, the gap stays open. The magnitude of the Euler class stays equal to \(|C|\) for both pieces, 1 for \(t_3=0\) and 2 for \(t_3=0.04\) hartree, so neither piece is atomic there. The proof given above that both pieces are non-atomic thus uses the horizontal mirror, whereas the proof that at least one of them is non-atomic does not.
